**KKR coherent-potential condition tested on a random superlattice**

The program tests the equivalence of $\sum_\alpha c_\alpha\tau_\alpha^{00}=\tau_c^{00}$ and $\sum_\alpha c_\alpha X_\alpha=0$ for an invertible site block $\tau_c^{00}$. Here $c_\alpha$ is a concentration, $\tau_\alpha$ the path operator with one atom $\alpha$ in the effective medium, $\tau_c$ that of the medium, and $X_\alpha=-\Delta_\alpha(1+\tau_c^{00}\Delta_\alpha)^{-1}$, where $\Delta_\alpha$ is the difference of the inverse scattering matrices of atom and medium. It asserts that the scattering matrix agrees with a discretized Lippmann–Schwinger equation, and that the impurity and excess formulas agree with direct inversion of a ring. A root of the zero-excess condition is embedded in the ring and satisfies the path-operator condition to 1.8e-13, the largest deviation of any matrix element in nm-based units. Enumeration of all occupations of a six-site ring gives error orders of 4.04 for the coherent medium and 2.02 for the average-t medium. For the superlattice, the root-mean-square deviation of the local density of states from sampled random chains is 0.034 and 0.164 (eV nm)⁻¹, respectively. The program also prints the level shifts and energy scales of several effects that the model neglects.

## Numerical check

```python
"""
Result under test: for a binary alloy of scatterers A, B in an effective medium,
    sum_a c_a tau_a = tau_c   (average impurity path operator = medium's)
is equivalent to
    sum_a c_a X_a = 0         (zero average excess scattering),
provided the site-diagonal medium path operator is invertible.
Symbols: t = single-site scattering matrix, m = inverse of t, g = free propagator
between sites, tau = inverse of (m - g), D = m_a - m_c, X_a = -D (1 + tau_c D)^-1.
Model: electron in a one-dimensional superlattice, channels cos(kx), sin(kx)/k.
Energies in eV from the well bottom, lengths in nm. Green functions belong to the
operator (E - H)/C with C = hbar^2/(2 mass).
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, root

inv = np.linalg.inv
ONE = np.eye(2)
C_FREE = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # eV nm^2, free electron
MASS, V0, A = 0.067, 0.23, 8.0
W_A, W_B, C_B = 3.2, 2.6, 0.30
LEFT = -W_A / 2                                       # common left interface
ETA = 0.002
C = C_FREE / MASS
CONC = (1 - C_B, C_B)


def wavenumber(E):
    return np.sqrt((E - V0) / C + 0j)


def segment(length, p):
    return np.array([[np.cos(p * length), np.sin(p * length) / p],
                     [-p * np.sin(p * length), np.cos(p * length)]])


def transfer(E, width):
    """Carries (psi, psi') from the left to the right end of a cell."""
    k, p = wavenumber(E), np.sqrt(E / C + 0j)
    return (segment(A / 2 - LEFT - width, k) @ segment(width, p)
            @ segment(LEFT + A / 2, k))


def t_matrix(E, width):
    """Scattering matrix by matching to outgoing waves at the cell ends."""
    k, h = wavenumber(E), A / 2
    M = transfer(E, width)

    def regular(x):
        return np.array([[np.cos(k * x), np.sin(k * x) / k],
                         [-k * np.sin(k * x), np.cos(k * x)]])
    out_left = np.exp(1j * k * h) / (2j * k) * np.array([1, -1j * k])
    out_right = np.exp(1j * k * h) / (2j * k) * np.array([1, 1j * k])
    lhs = np.column_stack([M @ out_left, -out_right])
    amplitudes = np.linalg.solve(lhs, regular(h) - M @ regular(-h))
    return inv(np.array([[1, 1j * k], [1, -1j * k]])) @ amplitudes


def medium_q(m, E, nq):
    """Path operator of a periodic medium for nq Bloch wave numbers."""
    k = wavenumber(E)
    qa = 2 * np.pi * np.arange(nq) / nq
    x, y = np.exp(1j * (k * A - qa)), np.exp(1j * (k * A + qa))
    up, um = np.array([1, 1j * k]), np.array([1, -1j * k])
    g = ((x / (1 - x))[:, None, None] * np.outer(up, um)
         + (y / (1 - y))[:, None, None] * np.outer(um, up)) / (2j * k)
    return qa, x, y, inv(m - g)


def medium_00(m, E, nq):
    return medium_q(m, E, nq)[3].mean(axis=0)


def impurity_path(m_a, m_c, tau):
    return inv(ONE + tau @ (m_a - m_c)) @ tau


def excess(m_a, m_c, tau):
    D = m_a - m_c
    return -D @ inv(ONE + tau @ D)


def average_t_medium(ms):
    return inv(sum(c * inv(m) for c, m in zip(CONC, ms)))


def solve_cpa(E, ms, nq):
    """Iterates the path-operator condition."""
    m = average_t_medium(ms)
    for _ in range(3000):
        tau = medium_00(m, E, nq)
        mean = sum(c * impurity_path(ma, m, tau) for c, ma in zip(CONC, ms))
        if np.abs(mean - tau).max() < 1e-12 * np.abs(tau).max():
            return m
        m = m + inv(mean) - inv(tau)
    raise AssertionError("coherent-potential iteration did not converge")


def ring_propagator(E, n):
    """Real-space propagator of a ring, summed explicitly over images."""
    k = wavenumber(E)
    G = np.zeros((2 * n, 2 * n), complex)
    for i in range(n):
        for j in range(n):
            for w in range(-4, 5):
                r = i - j + w * n
                if r != 0:
                    s = np.sign(r)
                    G[2*i:2*i+2, 2*j:2*j+2] += (
                        np.exp(1j * k * A * abs(r)) / (2j * k)
                        * np.array([[1, -1j * s * k], [1j * s * k, k * k]]))
    return G


def ring_path(m_list, G):
    K = -G.copy()
    for i, m in enumerate(m_list):
        K[2*i:2*i+2, 2*i:2*i+2] += m
    return inv(K)


def boundary_ldos(m, E, nq):
    """Local density of states at the cell boundary, 1/(eV nm), one spin."""
    k = wavenumber(E)
    _, x, y, tau = medium_q(m, E, nq)
    up, um = np.array([1, 1j * k]), np.array([1, -1j * k])
    ph = np.exp(1j * k * A / 2)

    def wave(x, y):
        return (np.outer(ph / (1 - x), um)
                + np.outer(y / (1 - y) / ph, up)) / (2j * k)
    G = 1 / (2j * k) + np.einsum('qa,qab,qb->q', wave(x, y), tau,
                                 wave(y, x)).mean()
    return -G.imag / (np.pi * C)


def chain_ldos(E, left, right):
    """Same quantity from logarithmic derivatives of random chains (batches)."""
    k = wavenumber(E)
    T = np.array([transfer(E, W_A), transfer(E, W_B)])
    yl = np.full(left.shape[1], -1j * k)
    yr = np.full(right.shape[1], 1j * k)
    for row_l, row_r in zip(left, right):
        M = T[row_l]
        yl = (M[:, 1, 0] + M[:, 1, 1] * yl) / (M[:, 0, 0] + M[:, 0, 1] * yl)
        M = T[row_r]
        yr = (-M[:, 1, 0] + M[:, 0, 0] * yr) / (M[:, 1, 1] - M[:, 0, 1] * yr)
    yl, yr = yl.reshape(10, -1), yr.reshape(10, -1)
    G = (1 / (yr[:, :, None] - yl[:, None, :])).mean(axis=(1, 2))
    return -G.imag / (np.pi * C)


def bloch_factor(m, E, nq, n):
    """Ratio of path operators to neighbours n+1 and n."""
    qa, _, _, tau = medium_q(m, E, nq)
    far = [(np.exp(1j * qa * s) * tau[:, 0, 0]).mean() for s in (n, n + 1)]
    return far[1] / far[0]


# ---- scattering matrix against a discretized Lippmann-Schwinger equation ----
E_T = 0.130 + 0.020j
k = wavenumber(E_T)
n_grid = 600
step = W_B / n_grid
xs = LEFT + step * (np.arange(n_grid) + 0.5)
G0 = np.exp(1j * k * np.abs(xs[:, None] - xs[None, :])) / (2j * k)
J = np.column_stack([np.cos(k * xs), np.sin(k * xs) / k])
v = -V0 / C
psi = np.linalg.solve(np.eye(n_grid) - G0 * v * step, J)
t_quad = J.T @ psi * v * step
t_B = t_matrix(E_T, W_B)
err_t = np.abs(t_quad - t_B).max() / np.abs(t_B).max()
assert err_t < 1e-4                     # midpoint rule, error of order step^2
assert abs(t_B[0, 1] - t_B[1, 0]) < 1e-10 and abs(t_B[0, 1]) > 1e-3

# ---- impurity and excess formulas against direct inversion of a ring ----
N_RING = 8
ms_T = [inv(t_matrix(E_T, w)) for w in (W_A, W_B)]
ring_G = ring_propagator(E_T, N_RING)
m_try = average_t_medium(ms_T)          # medium that is not self-consistent
full_c = ring_path([m_try] * N_RING, ring_G)
tau_try = medium_00(m_try, E_T, N_RING)
assert np.allclose(full_c[:2, :2], tau_try, rtol=1e-9, atol=1e-10)
for m_a in ms_T:
    full_a = ring_path([m_a] + [m_try] * (N_RING - 1), ring_G)
    assert np.allclose(full_a[:2, :2], impurity_path(m_a, m_try, tau_try),
                       rtol=1e-9, atol=1e-10)
    change = full_c[:, :2] @ excess(m_a, m_try, tau_try) @ full_c[:2, :]
    assert np.abs(change).max() > 1e-4
    assert np.allclose(full_a - full_c, change, rtol=1e-8, atol=1e-10)

# ---- root of zero mean excess, then the path condition by embedding ----


def mean_excess_vector(u):
    m = (u[:4] + 1j * u[4:]).reshape(2, 2)
    tau = medium_00(m, E_T, N_RING)
    X = sum(c * excess(ma, m, tau) for c, ma in zip(CONC, ms_T)).ravel()
    return np.concatenate([X.real, X.imag])


start = np.concatenate([m_try.real.ravel(), m_try.imag.ravel()])
sol = root(mean_excess_vector, start, tol=1e-12)
assert np.abs(sol.fun).max() < 1e-9
m_root = (sol.x[:4] + 1j * sol.x[4:]).reshape(2, 2)
full_c = ring_path([m_root] * N_RING, ring_G)
full_mean = sum(c * ring_path([ma] + [m_root] * (N_RING - 1), ring_G)
                for c, ma in zip(CONC, ms_T))
err_equiv = np.abs(full_mean - full_c).max()
assert err_equiv < 1e-7
err_roads = np.abs(m_root - solve_cpa(E_T, ms_T, N_RING)).max()
assert err_roads < 1e-7

# ---- a singular medium block breaks the converse ----
tau_sing, m_zero, m_one = np.diag([1.0, 0.0]), np.zeros((2, 2)), np.diag([0.0, 1.0])
assert np.allclose(impurity_path(m_one, m_zero, tau_sing), tau_sing)
assert np.abs(excess(m_one, m_zero, tau_sing)).max() > 0.5

# ---- order of the error, by enumerating every configuration of a ring ----
n_enum = 6
enum_G = ring_propagator(E_T, n_enum)
errors = []
for dw in (0.08, 0.04):
    ms = [inv(t_matrix(E_T, W_A)), inv(t_matrix(E_T, W_A - dw))]
    exact = np.zeros((2, 2), complex)
    for cfg in itertools.product((0, 1), repeat=n_enum):
        weight = np.prod([CONC[s] for s in cfg])
        exact += weight * ring_path([ms[s] for s in cfg], enum_G)[:2, :2]
    errors.append([abs((medium_00(m, E_T, n_enum) - exact)[0, 0])
                   for m in (solve_cpa(E_T, ms, n_enum), average_t_medium(ms))])
order_cpa, order_ata = np.log2(np.array(errors[0]) / np.array(errors[1]))
assert abs(order_cpa - 4) < 0.4 and abs(order_ata - 2) < 0.3

# ---- Green function and Bloch factor of the pure crystal ----
NQ = 256
E_P = 0.125 + 1j * ETA
m_pure = inv(t_matrix(E_P, W_A))
zeros = np.zeros((400, 10), int)
pure_kkr = boundary_ldos(m_pure, E_P, NQ)
pure_chain = chain_ldos(E_P, zeros, zeros).mean()
assert abs(pure_kkr / pure_chain - 1) < 1e-8
lam = bloch_factor(m_pure, E_P, NQ, 2)
assert abs(lam + 1 / lam - np.trace(transfer(E_P, W_A))) < 1e-8

# ---- worked example: one energy ----
E0 = 0.130 + 1j * ETA
ms0 = [inv(t_matrix(E0, w)) for w in (W_A, W_B)]
m_c = solve_cpa(E0, ms0, NQ)
tau_c = medium_00(m_c, E0, NQ)
tau_ab = [impurity_path(m, m_c, tau_c) for m in ms0]
X_ab = [excess(m, m_c, tau_c) for m in ms0]
X_mean = sum(c * X for c, X in zip(CONC, X_ab))
assert np.abs(X_mean).max() < 1e-8 * np.abs(X_ab[1]).max()
m_ata = average_t_medium(ms0)
tau_ata = medium_00(m_ata, E0, NQ)
X_ata = sum(c * excess(m, m_ata, tau_ata) for c, m in zip(CONC, ms0))
lam_c = bloch_factor(m_c, E0, NQ, 2)
assert abs(lam_c - bloch_factor(m_c, E0, NQ, 4)) < 1e-7
length_c = -A / (2 * np.log(abs(lam_c)))
length_a = -A / (2 * np.log(abs(bloch_factor(ms0[0], E0, NQ, 2))))

# ---- worked example: density of states against random chains ----
rng = np.random.default_rng(7)
left = (rng.random((120, 3000)) < C_B).astype(int)
right = (rng.random((120, 3000)) < C_B).astype(int)
grid = np.linspace(0.090, 0.170, 41)
rows = []
for e in grid:
    E = e + 1j * ETA
    ms = [inv(t_matrix(E, w)) for w in (W_A, W_B)]
    sample = chain_ldos(E, left, right)
    rows.append([boundary_ldos(solve_cpa(E, ms, NQ), E, NQ),
                 boundary_ldos(average_t_medium(ms), E, NQ),
                 sample.mean(), sample.std(ddof=1) / np.sqrt(10)])
rows = np.array(rows)
rms_cpa = np.sqrt(np.mean((rows[:, 0] - rows[:, 2])**2))
rms_ata = np.sqrt(np.mean((rows[:, 1] - rows[:, 2])**2))
assert rms_cpa < rms_ata
shift_q = abs(boundary_ldos(solve_cpa(E0, ms0, 2 * NQ), E0, 2 * NQ)
              - boundary_ldos(m_c, E0, NQ))
shift_chain = abs(chain_ldos(E0, left, right).mean()
                  - chain_ldos(E0, left[60:], right[60:]).mean())
assert shift_q < 1e-6 and shift_chain < 1e-4

# ---- minibands and neglected effects ----


def half_trace(e, w):
    return np.trace(transfer(e, w)).real / 2


bands = [[brentq(lambda e: half_trace(e, w) - s, 0.02, 0.20) for s in (1, -1)]
         for w in (W_A, W_B)]
second = brentq(lambda e: half_trace(e, W_A) + 1, 0.20, 0.38)


def level(width, barrier_mass=MASS, gap=np.inf):
    """Ground level of one isolated well, flux-conserving matching."""
    def f(e):
        mw = MASS * (1 + e / gap)
        kw = np.sqrt(mw * e / C_FREE)
        kb = np.sqrt(barrier_mass * (V0 - e) / C_FREE)
        return kw / mw * np.tan(kw * width / 2) - kb / barrier_mass
    return brentq(f, 1e-6, V0 - 1e-9)


e_A, e_B = level(W_A), level(W_B)
M_BARRIER, GAP, LAYER, FIELD, SHEET, EPS = 0.092, 1.5, 0.28, 10.0, 1e10, 12.9
drop = FIELD * 1e5 * A * 1e-9
charging = sc.e * SHEET * 1e4 / (EPS * sc.epsilon_0) * A * 1e-9


def cx(z):
    return f"{z.real:.5f} {z.imag:+.5f}i"


print(f"mass {MASS} m_e, hbar^2/(2 mass) = {C:.4f} eV nm^2, barrier {V0} eV")
print(f"period {A} nm, wells A {W_A} nm, B {W_B} nm, B share {C_B}")
print(f"broadening (imaginary energy) {ETA*1e3:.1f} meV")
print(f"isolated levels: A {e_A*1e3:.2f} meV, B {e_B*1e3:.2f} meV")
for name, b in zip("AB", bands):
    print(f"miniband pure {name}: {b[0]*1e3:.2f} to {b[1]*1e3:.2f} meV")
print(f"tests at energy {E_T.real*1e3:.0f} + {E_T.imag*1e3:.0f}i meV:")
print(f" t matrix, relative error of quadrature {err_t:.1e}")
print(f" path condition at root of mean excess, max deviation {err_equiv:.1e}")
print(f" medium from the two conditions, max difference {err_roads:.1e}")
print(f" error order in A-B difference: CPA {order_cpa:.2f}, average-t {order_ata:.2f}")
print(f"pure A LDOS at 125 meV: KKR {pure_kkr:.6f}, chain {pure_chain:.6f} 1/(eV nm)")
print(f"at {E0.real*1e3:.0f} meV, cos-cos elements:")
print(f" m_A {cx(ms0[0][0,0])} nm")
print(f" m_B {cx(ms0[1][0,0])} nm")
print(f" m_c {cx(m_c[0,0])} nm")
print(f" tau_A {cx(tau_ab[0][0,0])} 1/nm")
print(f" tau_B {cx(tau_ab[1][0,0])} 1/nm")
print(f" tau_c {cx(tau_c[0,0])} 1/nm")
print(f" X_A {cx(X_ab[0][0,0])} nm")
print(f" X_B {cx(X_ab[1][0,0])} nm")
print(f" |mean X| CPA {abs(X_mean[0,0]):.1e} nm, average-t {abs(X_ata[0,0]):.5f} nm")
print(f" intensity decay length: alloy {length_c:.2f} nm, pure A {length_a:.2f} nm")
print("LDOS at cell boundary, 1/(eV nm), one spin:")
print(" E (meV)   CPA      average-t  chains   sampling error")
for e, r in list(zip(grid, rows))[::5]:
    print(f" {e*1e3:6.1f}  {r[0]:.5f}  {r[1]:.5f}  {r[2]:.5f}  {r[3]:.5f}")
print(f"rms deviation from chains, 90-170 meV: CPA {rms_cpa:.5f} 1/(eV nm)")
print(f" average-t {rms_ata:.5f}, largest chain value {rows[:,2].max():.5f} 1/(eV nm)")
print(f"shift on doubling Bloch mesh {NQ}: {shift_q:.1e} 1/(eV nm)")
print(f"shift on doubling chain 60 to 120 cells: {shift_chain:.1e} 1/(eV nm)")
print("neglected effects (rough inputs), level shifts of well A:")
print(f" barrier mass {M_BARRIER} m_e: {(level(W_A, M_BARRIER)-e_A)*1e3:+.2f} meV")
print(f" nonparabolic well, gap {GAP} eV: {(level(W_A, gap=GAP)-e_A)*1e3:+.2f} meV")
print(f" one layer {LAYER} nm narrower: {(level(W_A-LAYER)-e_A)*1e3:+.2f} meV")
print(f" field {FIELD:.0f} kV/cm: drop per period {drop*1e3:.2f} meV")
print(f" charge {SHEET:.0e} 1/cm2, permittivity {EPS}: {charging*1e3:.2f} meV per period")
print(f" kT: {sc.k*77/sc.e*1e3:.2f} meV at 77 K, {sc.k*300/sc.e*1e3:.2f} meV at 300 K")
print(f" gap to second miniband of pure A: {(second-bands[0][1])*1e3:.1f} meV")
print("verified")
```

Output:

```
mass 0.067 m_e, hbar^2/(2 mass) = 0.5687 eV nm^2, barrier 0.23 eV
period 8.0 nm, wells A 3.2 nm, B 2.6 nm, B share 0.3
broadening (imaginary energy) 2.0 meV
isolated levels: A 123.88 meV, B 144.55 meV
miniband pure A: 109.20 to 145.27 meV
miniband pure B: 129.63 to 167.93 meV
tests at energy 130 + 20i meV:
 t matrix, relative error of quadrature 5.9e-06
 path condition at root of mean excess, max deviation 1.8e-13
 medium from the two conditions, max difference 1.2e-13
 error order in A-B difference: CPA 4.04, average-t 2.02
pure A LDOS at 125 meV: KKR 0.599616, chain 0.599616 1/(eV nm)
at 130 meV, cos-cos elements:
 m_A 0.02764 +0.00960i nm
 m_B -0.20354 +0.01019i nm
 m_c 0.01542 +0.03214i nm
 tau_A 2.87468 -14.53293i 1/nm
 tau_B -6.97182 -4.75833i 1/nm
 tau_c -0.07927 -11.60055i 1/nm
 X_A -0.01968 +0.02877i nm
 X_B 0.04592 -0.06714i nm
 |mean X| CPA 6.3e-14 nm, average-t 0.02342 nm
 intensity decay length: alloy 11.36 nm, pure A 36.59 nm
LDOS at cell boundary, 1/(eV nm), one spin:
 E (meV)   CPA      average-t  chains   sampling error
   90.0  0.02487  0.02457  0.02487  0.00011
  100.0  0.06565  0.06225  0.06574  0.00043
  110.0  0.91901  0.65537  0.90948  0.01115
  120.0  0.83408  0.85692  0.91516  0.00793
  130.0  0.52832  0.35902  0.53227  0.00728
  140.0  0.32153  0.33475  0.36161  0.00601
  150.0  0.26992  0.36098  0.25890  0.00410
  160.0  0.15183  0.05702  0.14659  0.00317
  170.0  0.02510  0.02067  0.02509  0.00014
rms deviation from chains, 90-170 meV: CPA 0.03428 1/(eV nm)
 average-t 0.16445, largest chain value 1.16587 1/(eV nm)
shift on doubling Bloch mesh 256: 0.0e+00 1/(eV nm)
shift on doubling chain 60 to 120 cells: 1.8e-13 1/(eV nm)
neglected effects (rough inputs), level shifts of well A:
 barrier mass 0.092 m_e: -10.63 meV
 nonparabolic well, gap 1.5 eV: -1.37 meV
 one layer 0.28 nm narrower: +9.23 meV
 field 10 kV/cm: drop per period 8.00 meV
 charge 1e+10 1/cm2, permittivity 12.9: 1.12 meV per period
 kT: 6.64 meV at 77 K, 25.85 meV at 300 K
 gap to second miniband of pure A: 145.3 meV
verified
```
